**Positron self-repulsion in a model vacancy**

The program shows that keeping a fraction `s` of a single positron's Hartree self-energy `E_H` weakens its binding, and that above a critical fraction `s_c` the well no longer holds a whole positron. Here `e(s)` is the minimised energy, `eps` the orbital energy, and `R` and `V0` are the radius and depth of the spherical well. For an electron–positron pair in one dimension, it asserts that the product-state expectation value of the explicit two-particle Hamiltonian contains no self term. It also asserts agreement of the grid energy with wave-function matching, of the periodic-cell formula with a reciprocal-lattice sum, and of the slope of `e(s)` with `E_H`. For full self-repulsion in growing spheres, it asserts that the charge left near the well approaches `s_c`. The output gives a correct energy of −2.12 eV, `E_H` = 4.35 eV and `s_c` = 0.27. The least depth that holds a whole positron rises from 3.25 eV to 18.1 eV when the self term is kept. Electron response, band mass, thermal energy and annihilation width are sized separately and are not included in these results.

## Numerical check

```python
"""
Result under test: one positron has no Hartree self-repulsion. If a fraction
s of its self-energy E_H is kept, binding in a model vacancy is weakened, and
beyond a critical s_c the well no longer holds a whole positron: at s = 1
only the fraction s_c of its density stays, in the limit of a large volume.

Symbols (Hartree atomic units inside, eV and nm in the output):
  R, V0   radius and depth of the spherical well (the model vacancy)
  u(r)    radial orbital, density n = u^2/(4 pi r^2), integral of u^2 = 1
  E_H     (1/2) double integral of n n'/|r-r'|
  e(s)    minimum of kinetic + well energy + s*E_H;  eps = its orbital energy
  k_tf    Thomas-Fermi screening wave number of the host electrons
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solveh_banded, eigh
from scipy.optimize import brentq
from scipy.sparse import csc_matrix, identity, kron, diags
from scipy.sparse.linalg import eigsh
from pyscf.dft import libxc

EV = sc.physical_constants["Hartree energy in eV"][0]
NM = sc.physical_constants["Bohr radius"][0] * 1e9

R_nm, V0_eV = 0.17, 8.0
R, V0 = R_nm / NM, V0_eV / EV
step = R / 40.5                     # well edge lies midway between points


def self_potential(charge, r, k=0.0):
    """Potential of a spherical charge (u^2 on the grid), Coulomb or Yukawa."""
    if k == 0.0:
        outer = charge / r
        tail = np.cumsum(outer[::-1])[::-1] - outer
        return step * (np.cumsum(charge) / r + tail)
    grow, decay = np.sinh(k * r), np.exp(-k * r)
    outer = decay * charge / r
    tail = np.cumsum(outer[::-1])[::-1] - outer
    inner = np.cumsum(grow * charge / r)
    return step * (decay * inner + grow * tail) / (k * r)


def self_energy(u, r, k=0.0):
    return 0.5 * step * np.sum(u**2 * self_potential(u**2, r, k))


def solve(depth, s, box_nm=3.0, k=0.0):
    """Minimise the functional by positivity-preserving inverse iteration."""
    n = int(box_nm / NM / step)
    r = step * np.arange(1, n + 1)
    well = np.where(r < R, -depth, 0.0)
    u = r * np.exp(-r / 2)
    u /= np.sqrt(step * np.sum(u**2))
    u += 0.3 * np.sqrt(2 / r[-1]) * np.sin(np.pi * r / (r[-1] + step))
    u /= np.sqrt(step * np.sum(u**2))
    band = np.full((2, n), -0.5 / step**2)
    phi = np.zeros(n)
    for _ in range(12000):
        if s > 0:
            phi = s * self_potential(u**2, r, k)
        band[1] = 1 / step**2 + well + phi + depth
        new = solveh_banded(band, u, check_finite=False)
        new /= np.sqrt(step * np.sum(new**2))
        change = np.max(np.abs(new - u))
        u = new
        if change < 1e-9:
            break
    if s > 0:
        phi = s * self_potential(u**2, r, k)
    hu = (1 / step**2 + well + phi) * u
    hu[1:] -= 0.5 / step**2 * u[:-1]
    hu[:-1] -= 0.5 / step**2 * u[1:]
    eps = step * np.sum(u * hu)
    assert np.sqrt(step * np.sum((hu - eps * u)**2)) < 1e-6
    assert u.min() >= 0             # nodeless: the lowest orbital
    e_self = self_energy(u, r, k)
    return dict(r=r, u=u, eps=eps, self=e_self, e=eps - s * e_self)


def charge_within(state, radius):
    return step * np.sum(state["u"][state["r"] < radius]**2)


def well_energy(depth, mass=1.0):
    """Lowest s level of the square well from wave-function matching."""
    strength = np.sqrt(2 * mass * depth) * R
    top = min(strength, np.pi) - 1e-10
    x = brentq(lambda y: y * np.cos(y)
               + np.sqrt(max(strength**2 - y**2, 0)) * np.sin(y),
               np.pi / 2, top)
    return x**2 / (2 * mass * R**2) - depth


# --- One electron and one positron in a 1D trap: explicit two-body problem
x = np.linspace(-8, 8, 65)
dx = x[1] - x[0]
omega = 0.3
soft = 1 / np.sqrt((x[:, None] - x[None, :])**2 + 1)
h_one = (np.diag(1 / dx**2 + 0.5 * omega**2 * x**2)
         - 0.5 / dx**2 * (np.eye(65, k=1) + np.eye(65, k=-1)))
h_sparse, one = csc_matrix(h_one), identity(65)
H_two = (kron(h_sparse, one) + kron(one, h_sparse)
         - diags(soft.ravel())).tocsc()
E_exact = eigsh(H_two, k=1, sigma=-3.0, which="LM")[0][0]


def mean_field(keep):
    a = b = eigh(h_one)[1][:, 0]
    pe, pp = a**2, b**2
    for _ in range(200):
        a = eigh(h_one - np.diag(soft @ pp))[1][:, 0]
        b = eigh(h_one - np.diag(soft @ pe)
                 + keep * np.diag(soft @ pp))[1][:, 0]
        pe, pp = 0.5 * (pe + a**2), 0.5 * (pp + b**2)
    pe, pp = a**2, b**2
    no_self = a @ h_one @ a + b @ h_one @ b - pe @ soft @ pp
    product = np.kron(a, b)
    assert abs(product @ (H_two @ product) - no_self) < 1e-9
    return no_self + keep * 0.5 * pp @ soft @ pp


E_removed, E_kept = mean_field(0.0), mean_field(1.0)
assert E_exact < E_removed < E_kept

# --- Grid electrostatics against the hydrogen 1s density
r_test = step * np.arange(1, 500)
u_test = 2 * r_test * np.exp(-r_test)
assert abs(self_energy(u_test, r_test) - 5 / 16) < 5e-4
a_nm = 0.405                        # rough lattice constant of aluminium
k_f = (3 * np.pi**2 * 12 / (a_nm / NM)**3)**(1 / 3)
k_tf = np.sqrt(4 * k_f / np.pi)
yukawa_q = quad(lambda q: q**2 * (16 / (4 + q**2)**2)**2
                / (q**2 + k_tf**2) / np.pi, 0, np.inf)[0]
assert abs(self_energy(u_test, r_test, k_tf) - yukawa_q) < 5e-4

# --- Correct positron state: no self-repulsion
good = solve(V0, 0.0)
r, u = good["r"], good["u"]
E_H = good["self"]
assert abs(good["e"] - well_energy(V0)) * EV < 0.01
density = u**2 / (4 * np.pi * r**2)
E_x = -0.75 * (6 / np.pi)**(1 / 3) * step * np.sum(u**2 * density**(1 / 3))
eps_x = libxc.eval_xc("slater,", np.array([density, 0 * density]), spin=1)[0]
assert abs(step * np.sum(u**2 * eps_x) - E_x) < 1e-5
assert 0 < E_H + E_x                # local exchange cancels only in part

# --- Self-energy of the trapped density in a periodic cell
madelung = 2.837297                 # simple cubic lattice constant
r2_mean = step * np.sum(u**2 * r**2)
cells = []
for edge_nm in (1.2, 1.6, 2.4):
    L = edge_nm / NM
    top = int(4.0 * L / (2 * np.pi))
    m = np.arange(-top, top + 1)**2
    m2 = (m[:, None, None] + m[None, :, None] + m[None, None, :]).ravel()
    count = np.bincount(m2[m2 <= top**2])
    shells = np.nonzero(count)[0][1:]
    G = 2 * np.pi / L * np.sqrt(shells)
    nG = step * np.sinc(np.outer(G, r) / np.pi) @ u**2
    direct = 2 * np.pi / L**3 * np.sum(count[shells] * nG**2 / G**2)
    formula = (E_H - madelung / (2 * L)
               + 2 * np.pi * r2_mean / (3 * L**3))
    assert abs(direct - formula) < 3e-4
    cells.append((edge_nm, direct))

# --- Partly retained self-repulsion: slope, bound and critical fraction
scan = [(s, solve(V0, s)) for s in (0.05, 0.10, 0.15, 0.20)]
lo, mid, hi = solve(V0, 0.14), scan[2][1], solve(V0, 0.16)
assert abs((hi["e"] - lo["e"]) / 0.02 - mid["self"]) < 3e-4
previous = good["e"]
for s, state in scan:
    assert previous < state["e"] < good["e"] + s * E_H
    previous = state["e"]
s_c = brentq(lambda s: solve(V0, s)["eps"], 0.05, 0.9, xtol=1e-5)
edge_state = solve(V0, s_c)
E_infimum = s_c * edge_state["e"]

# --- Full self-repulsion in growing spheres: the positron splits
boxes = [(b, solve(V0, 1.0, box_nm=b)) for b in (3.0, 6.0, 12.0)]
kept = [charge_within(st, 1.0 / NM) for _, st in boxes]
gaps = [abs(q - s_c) for q in kept]
assert gaps[0] > gaps[1] > gaps[2] and gaps[2] < 0.03
energies = [st["e"] for _, st in boxes]
assert energies[0] > energies[1] > energies[2] > E_infimum
assert all(st["eps"] > 0 for _, st in boxes)

# --- Depth needed to hold one whole positron
depth_good = np.pi**2 / (8 * R**2)
assert well_energy(1.02 * depth_good) < 0
assert solve(0.98 * depth_good, 0.0)["eps"] > 0
depth_bad = brentq(lambda d: solve(d, 1.0)["eps"], V0, 30 / EV, xtol=1e-5)
assert depth_bad > depth_good

# --- Self-repulsion retained but screened by the host electrons
screened = solve(V0, 1.0, k=k_tf)
assert good["e"] < screened["e"] < 0 and screened["eps"] < 0
response = self_energy(u, r, k_tf) - E_H

# --- Sizes of other neglected effects
mass_band = 1.5                     # rough positron band mass in a metal
lifetime = 0.25e-9                  # rough lifetime in a vacancy, seconds
e_mass = well_energy(V0, mass_band)
thermal = sc.k * 300 / sc.e
width = sc.hbar / lifetime / sc.e

print(f"1D trap quantum {omega*EV:.3f} eV, softening {NM:.4f} nm")
print(f"1D pair, exact ground energy: {E_exact*EV:.3f} eV")
print(f"1D pair, mean field, self term removed: {E_removed*EV:.3f} eV")
print(f"1D pair, mean field, self term kept: {E_kept*EV:.3f} eV")
print(f"well radius {R_nm:.2f} nm, depth {V0_eV:.1f} eV")
print(f"correct energy, matching: {well_energy(V0)*EV:.3f} eV")
print(f"correct energy, grid: {good['e']*EV:.3f} eV")
print(f"correct charge inside well radius: {charge_within(good, R):.3f}")
print(f"rms radius of correct state: {np.sqrt(r2_mean)*NM:.3f} nm")
print(f"bare self-energy E_H of correct density: {E_H*EV:.3f} eV")
print(f"first-order energy with E_H kept: {(good['e']+E_H)*EV:.3f} eV")
print(f"local spin-density exchange: {E_x*EV:.3f} eV")
print(f"fraction of E_H cancelled by it: {-E_x/E_H:.3f}")
print(f"residual self-energy: {(E_H+E_x)*EV:.3f} eV")
eps_lsd = good["e"] + 2 * E_H + 4 / 3 * E_x
print(f"first-order orbital energy with residual: {eps_lsd*EV:.3f} eV")
for edge_nm, value in cells:
    print(f"self-energy in cell of edge {edge_nm:.1f} nm: {value*EV:.3f} eV")
for s, st in scan:
    print(f"s={s:.2f}: e={st['e']*EV:.3f} eV, eps={st['eps']*EV:.3f} eV, "
          f"E_H={st['self']*EV:.3f} eV")
print(f"critical retained fraction s_c: {s_c:.4f}")
print(f"e at s_c: {edge_state['e']*EV:.3f} eV")
print(f"E_H at s_c: {edge_state['self']*EV:.3f} eV")
print(f"infimum at s=1, infinite space: {E_infimum*EV:.3f} eV")
for (b, st), q in zip(boxes, kept):
    print(f"s=1, sphere {b:.0f} nm: charge within 1 nm {q:.4f}, "
          f"e={st['e']*EV:.3f} eV, eps={st['eps']*EV:.3f} eV")
print(f"least depth, self term removed: {depth_good*EV:.2f} eV")
print(f"least depth, self term kept: {depth_bad*EV:.2f} eV")
print(f"rough Al lattice constant {a_nm:.3f} nm")
print(f"Thomas-Fermi screening length: {NM/k_tf:.4f} nm")
print(f"screened self term kept: e={screened['e']*EV:.3f} eV, "
      f"eps={screened['eps']*EV:.3f} eV")
print(f"its charge inside well radius: {charge_within(screened, R):.3f}")
print(f"neglected linear electron response: {response*EV:.3f} eV")
print(f"correct energy with band mass {mass_band:.1f}: {e_mass*EV:.3f} eV")
print(f"thermal energy at 300 K: {thermal:.4f} eV")
print(f"annihilation width for {lifetime*1e9:.2f} ns: {width:.2e} eV")
print("all tests passed")
```

It prints:

```
1D trap quantum 8.163 eV, softening 0.0529 nm
1D pair, exact ground energy: -10.804 eV
1D pair, mean field, self term removed: -10.036 eV
1D pair, mean field, self term kept: -0.885 eV
well radius 0.17 nm, depth 8.0 eV
correct energy, matching: -2.121 eV
correct energy, grid: -2.123 eV
correct charge inside well radius: 0.676
rms radius of correct state: 0.170 nm
bare self-energy E_H of correct density: 4.347 eV
first-order energy with E_H kept: 2.225 eV
local spin-density exchange: -3.716 eV
fraction of E_H cancelled by it: 0.855
residual self-energy: 0.632 eV
first-order orbital energy with residual: 1.618 eV
self-energy in cell of edge 1.2 nm: 2.695 eV
self-energy in cell of edge 1.6 nm: 3.091 eV
self-energy in cell of edge 2.4 nm: 3.502 eV
s=0.05: e=-1.907 eV, eps=-1.694 eV, E_H=4.266 eV
s=0.10: e=-1.696 eV, eps=-1.278 eV, E_H=4.177 eV
s=0.15: e=-1.490 eV, eps=-0.878 eV, E_H=4.080 eV
s=0.20: e=-1.288 eV, eps=-0.495 eV, E_H=3.968 eV
critical retained fraction s_c: 0.2699
e at s_c: -1.017 eV
E_H at s_c: 3.769 eV
infimum at s=1, infinite space: -0.275 eV
s=1, sphere 3 nm: charge within 1 nm 0.3202, e=0.091 eV, eps=0.743 eV
s=1, sphere 6 nm: charge within 1 nm 0.2858, e=-0.108 eV, eps=0.339 eV
s=1, sphere 12 nm: charge within 1 nm 0.2767, e=-0.198 eV, eps=0.158 eV
least depth, self term removed: 3.25 eV
least depth, self term kept: 18.10 eV
rough Al lattice constant 0.405 nm
Thomas-Fermi screening length: 0.0487 nm
screened self term kept: e=-1.708 eV, eps=-1.335 eV
its charge inside well radius: 0.609
neglected linear electron response: -3.890 eV
correct energy with band mass 1.5: -3.418 eV
thermal energy at 300 K: 0.0259 eV
annihilation width for 0.25 ns: 2.63e-06 eV
all tests passed
```
